# Finite-difference second derivatives: the sinc limit and the zone-boundary error

## A wide stencil with a 25% error

On a grid of spacing \(h=0.40\) bohr, the shortest wave that the grid can represent has kinetic energy 30.84 hartree. The central finite-difference stencil with eight neighbours on each side gives 23.21 hartree, which is 24.75% too low. With 64 neighbours on each side the energy is still 8.95% too low, although the nearest-neighbour weight is then within 1.6% of its limiting value. At half the wave number, eight neighbours leave a relative error of only about 0.02%.

The weights do converge to those of sinc interpolation, but convergence of each weight does not fix the rate at which the whole operator converges. Both rates are derived below for an infinite or periodic uniform grid in one dimension.

## The weights

Let \(N\) be the number of neighbours on each side. The approximation is

\[
f''(0)\approx \frac1{h^2}\sum_{j=-N}^{N}c_j f(jh),
\]

where the \(c_j\), which depend on \(N\), are chosen to make it exact for every polynomial of degree at most \(2N\). Such a polynomial is fixed by its values at the \(2N+1\) points, so the weights are unique. In units of \(h\), \(c_j=L_j''(0)\), where \(L_j\) is the polynomial of degree \(2N\) that equals one at \(x=j\) and zero at the other points.

For \(j\ge1\), pair the zeros at \(\pm m\):

\[
L_j(x)=\frac{x(x+j)}{2j^2}
\prod_{\substack{m=1\\m\ne j}}^N\frac{x^2-m^2}{j^2-m^2}.
\]

The product is even in \(x\). The term \(jx\) in the prefactor therefore gives only odd powers, and the coefficient of \(x^2\) comes from the term \(x^2\) times the product at \(x=0\). Two derivatives multiply that coefficient by 2:

\[
c_j=\frac1{j^2}\prod_{m\ne j}\frac{m^2}{m^2-j^2}.
\]

The factorials follow from

\[
\prod_{m\ne j}m^2=\frac{(N!)^2}{j^2},\qquad
\prod_{m\ne j}(m-j)=(-1)^{j-1}(j-1)!\,(N-j)!,
\]

\[
\prod_{m\ne j}(m+j)=\frac{(N+j)!}{j!\,2j}.
\]

In the last product, \(j!\) removes the factors below \(j+1\), and \(2j\) removes the factor with \(m=j\). Since \(j!/(j-1)!=j\), the powers of \(j\) combine to \(j^{-2}\cdot2j\cdot j=2\), and

\[
c_j=\frac{2(-1)^{j+1}}{j^2}r_j,\qquad
r_j=\frac{(N!)^2}{(N-j)!\,(N+j)!}.
\]

By reflection, \(c_{-j}=c_j\). For the centre, \(L_0=\prod_m(1-x^2/m^2)\), whose \(x^2\) coefficient gives

\[
c_0=-2\sum_{m=1}^N\frac1{m^2}.
\]

The symmetry also makes the stencil exact for \(x^{2N+1}\), because both sides then vanish.

In code, start from \(r_0=1\) and use \(r_j=r_{j-1}(N-j+1)/(N+j)\). This avoids large factorials.

## The limit of each weight

Cancelling common factors in the factorials gives

\[
r_j=\prod_{i=1}^j\frac{N-j+i}{N+i}
=\prod_{i=1}^j\left(1-\frac{j}{N+i}\right).
\]

Each factor lies between zero and one. For numbers \(x_i\) in that interval, \(\prod(1-x_i)\ge1-\sum x_i\), by induction on the number of factors. Since \(\sum_i j/(N+i)\le j^2/N\),

\[
1-\frac{j^2}{N}\le r_j\le1.
\]

Thus \(c_j\to2(-1)^{j+1}/j^2\) at fixed \(j\ge1\). Expanding the product shows that the relative deficit is \(j^2/N+O(N^{-2})\).

The centre weight needs \(\sum1/m^2\), which follows from the Fourier series of \(\theta^2\) on \([-\pi,\pi]\). Its mean is \(\pi^2/3\). Integration by parts gives the cosine coefficients:

\[
\frac1\pi\int_{-\pi}^{\pi}\theta^2\cos j\theta\,d\theta
=-\frac2{\pi j}\int_{-\pi}^{\pi}\theta\sin j\theta\,d\theta
=\frac{4(-1)^j}{j^2}.
\]

The first boundary term vanishes because \(\sin j\pi=0\). In the second integration the boundary term gives \(-2\pi(-1)^j/j\), and the remaining integral of the cosine vanishes. Hence

\[
\theta^2=\frac{\pi^2}{3}+4\sum_{j=1}^{\infty}\frac{(-1)^j}{j^2}\cos j\theta .
\]

The periodic extension is continuous and the coefficients are absolutely summable, so the series holds at \(\theta=\pi\) too. There it reads \(\pi^2=\pi^2/3+4\sum1/j^2\), so \(\sum1/j^2=\pi^2/6\). Comparison with integrals puts the tail \(\sum_{m>N}1/m^2\) between \(1/(N+1)\) and \(1/N\). Therefore

\[
c_0=-\frac{\pi^2}{3}+\frac2N+O(N^{-2}).
\]

These limits are the sinc values. The band-limited interpolant through grid values \(f_j\) is \(\sum_jf_j\,\mathrm{sinc}(x/h-j)\), with

\[
\mathrm{sinc}(x)=\frac{\sin\pi x}{\pi x}
=\frac1{2\pi}\int_{-\pi}^{\pi}e^{iqx}\,dq.
\]

Two derivatives bring down \(-q^2\). At an integer,

\[
\mathrm{sinc}''(j)=-\frac1{2\pi}\int_{-\pi}^{\pi}q^2\cos(jq)\,dq .
\]

This is minus one half of the cosine coefficient above for \(j\ne0\), namely \(2(-1)^{j+1}/j^2\), and \(-\pi^2/3\) for \(j=0\).

For \(N=64\), \(c_0=-3.2589\) against \(-3.2899\), and \(c_1=1.9692\) against 2. The third weight is 0.1933 against 0.2222, a deficit of 13%, in line with the estimate \(j^2/N=9/64\).

## The symbol as a truncated series

Apply the stencil to \(e^{ikx}\) and set \(\theta=kh\). The result is \(-h^{-2}S_N(\theta)e^{ikx}\), with

\[
S_N(\theta)=-c_0-2\sum_{j=1}^Nc_j\cos j\theta .
\]

The exact derivative would give \(\theta^2\). Distinct waves on the grid have \(-\pi<\theta\le\pi\); a wave outside this range has the same grid values as one inside it, and no choice of weights can tell them apart.

Exactness for polynomials means \(\sum_jc_jj^p=2\delta_{p2}\) for \(0\le p\le2N+1\). Expanding \(e^{ij\theta}\) in powers of \(\theta\) then gives

\[
S_N(\theta)=\theta^2+O(\theta^{2N+2}).
\]

Let \(y=4\sin^2(\theta/2)\), so \(\cos\theta=1-y/2\). The recurrence \(\cos(j+1)\theta=2\cos\theta\cos j\theta-\cos(j-1)\theta\) shows that \(\cos j\theta\) is a polynomial of degree \(j\) in \(y\). Thus \(S_N\) is a polynomial of degree at most \(N\) in \(y\). Near zero \(y=\theta^2+O(\theta^4)\), and \(g(y)=\theta^2=4\arcsin^2(\sqrt y/2)\) has a power series in \(y\). The difference \(S_N-g\) is \(O(y^{N+1})\), so \(S_N\) is the series of \(g\) cut after \(y^N\).

To find the coefficients, use \(dy/d\theta=2\sin\theta\) and \(\sin^2\theta=y-y^2/4\). With primes for derivatives in \(y\), \(g'=2\theta/(2\sin\theta)\), so \(\sin\theta\,g'=\theta\). Differentiating this in \(\theta\) gives \(\cos\theta\,g'+2\sin^2\theta\,g''=1\), or

\[
2\left(y-\frac{y^2}{4}\right)g''+\left(1-\frac y2\right)g'=1.
\]

Insert \(g=\sum_{m\ge1}a_my^m\). The constant term gives \(a_1=1\). For \(m\ge1\), the coefficient of \(y^m\) gives

\[
[2m(m+1)+(m+1)]a_{m+1}
=\left[\frac{m(m-1)}2+\frac m2\right]a_m,
\]

and therefore

\[
a_{m+1}=\frac{m^2}{2(m+1)(2m+1)}a_m,\qquad
a_m=\frac{2[(m-1)!]^2}{(2m)!}.
\]

The second form has \(a_1=1\) and satisfies the recurrence. The operator is thus described by

\[
S_N(\theta)=\sum_{m=1}^Na_m\left(4\sin^2\frac\theta2\right)^m .
\]

The ratio \(a_{m+1}/a_m\) tends to \(1/4\), so the full series converges for \(0\le y<4\). It equals \(\theta^2\) there, since both sides are analytic on \(0<y<4\) and agree near zero. At the end point \(y=4\), positivity settles the matter. Each partial sum is below \(\theta^2\) for \(0<y<4\), so by continuity it is at most \(\pi^2\) at \(y=4\). The sum at \(y=4\) is also at least the sum at any smaller \(y\), which approaches \(\pi^2\). Hence \(S_N(\pi)\to\pi^2\).

All \(a_m\) are positive, so for \(0<|\theta|\le\pi\) the stencil underestimates the kinetic energy of a plane wave, and a larger \(N\) raises the value.

## The rate at the zone boundary

Define the error \(R_N(\theta)=\theta^2-S_N(\theta)\). At \(\theta=\pi\) it is \(\sum_{m>N}t_m\), with

\[
t_m=4^ma_m=\frac{2}{m^2}\,\frac{4^m(m!)^2}{(2m)!}.
\]

Stirling's formula, \(n!=\sqrt{2\pi n}\,(n/e)^n[1+1/(12n)+O(n^{-2})]\), gives

\[
\frac{4^m(m!)^2}{(2m)!}
=\frac{2\pi m}{\sqrt{4\pi m}}
\left[1+\frac1{6m}-\frac1{24m}+O(m^{-2})\right].
\]

The prefactor is \(\sqrt{\pi m}\), and the two corrections add to \(1/(8m)\). Thus

\[
t_m=2\sqrt\pi\left[m^{-3/2}+\tfrac18m^{-5/2}+O(m^{-7/2})\right].
\]

The Euler–Maclaurin formula replaces a sum over \(m>N\) by the integral from \(N\), minus half the value at \(N\), plus terms of the size of the derivative at \(N\):

\[
\sum_{m>N}m^{-3/2}=2N^{-1/2}-\tfrac12N^{-3/2}+O(N^{-5/2}),
\]

\[
\tfrac18\sum_{m>N}m^{-5/2}=\tfrac1{12}N^{-3/2}+O(N^{-5/2}).
\]

Since \(-1/2+1/12=-5/12\),

\[
\boxed{\pi^2-S_N(\pi)=4\sqrt{\frac\pi N}
\left[1-\frac5{24N}+O(N^{-2})\right].}
\]

Halving the boundary error takes about four times as many neighbours. For \(N=8\), the leading term is 2.5066 and the corrected formula gives 2.4414; the direct sum of weights gives 2.4427. Between \(N=256\) and \(N=1024\) the computed error falls with exponent \(-0.49956\).

## Why the weights look better than the operator

At \(\theta=\pi\), \(\cos j\pi=(-1)^j\) cancels the alternation of the weights, and the contributions to \(S_N\) all have one sign. Subtracting \(S_N(\pi)\) from the Fourier series of \(\theta^2\) at \(\pi\) gives

\[
R_N(\pi)=2\sum_{m>N}\frac1{m^2}
+4\sum_{j>N}\frac1{j^2}
+4\sum_{j=1}^N\frac{1-r_j}{j^2}.
\]

The three terms come from the centre weight, the missing distant weights, and the damping of the weights that are present. Together they are the sum, over all \(j\), of the absolute differences between the stencil and sinc weights. The boundary error therefore collects every weight error without cancellation.

The first two terms are \(2/N\) and \(4/N\) to leading order. By subtraction from the boxed result, the damping term is \(4\sqrt{\pi/N}-6/N+O(N^{-3/2})\), and it dominates at large \(N\). For \(N=64\) the parts are

\[
0.0310+0.0620+0.7903=0.8833,
\]

so damping supplies 89% of the error.

The form of \(r_j\) shows where the square root comes from. For \(j\) of order \(\sqrt N\), the logarithm of the product is

\[
\ln r_j=-\sum_{i=1}^j\frac j{N+i}+O\!\left(\frac{j^3}{N^2}\right)
=-\frac{j^2}{N}+O(N^{-1/2}).
\]

Hence \(r_j\approx e^{-j^2/N}\). The stencil has \(N\) neighbours on each side, but its weights follow the sinc values only for \(j\) well below \(\sqrt N\). With \(x=j/\sqrt N\), the damping sum becomes, to leading order,

\[
\frac4{\sqrt N}\int_0^\infty\frac{1-e^{-x^2}}{x^2}\,dx
=\frac4{\sqrt N}\int_0^\infty2e^{-x^2}dx
=4\sqrt{\frac\pi N}.
\]

The middle step is an integration by parts whose boundary terms vanish. This recovers the leading term of the boxed law from the weights themselves.

## Sinc weights cut at N

One could keep the undamped sinc weights and drop those beyond \(N\). The boundary error is then the second term alone, about \(4/N\), or 0.0620 for \(N=64\). The price is paid inside the zone, where the error no longer falls geometrically: for \(N=64\) it oscillates with an amplitude of about \(7\times10^{-4}\) near \(\theta=\pi/2\). It is simplest to evaluate at long wavelength. Setting \(\theta=0\) in the Fourier series shows that the complete sinc weights sum to zero, so the cut set has

\[
S_{\rm cut}(0)=-4\sum_{j>N}\frac{(-1)^j}{j^2}
=\frac{2(-1)^N}{N^2}+O(N^{-3}).
\]

To see the last step, write the tail as \((-1)^{N+1}A\), with \(A=b_1-b_2+b_3-\dots\) and \(b_i=1/(N+i)^2\). Then \(2A=b_1+(b_1-b_2)-(b_2-b_3)+\dots\). The differences decrease, so their alternating sum lies between zero and \(b_1-b_2=O(N^{-3})\), and \(A=1/(2N^2)+O(N^{-3})\).

For \(N=64\), \(S_{\rm cut}(0)=4.81\times10^{-4}\). In the example this gives a constant function a kinetic energy of \(3.125\times4.81\times10^{-4}=1.5\times10^{-3}\) hartree instead of zero. For odd \(N\) this energy is negative. At fixed \(N\) this error grows as \(h^{-2}\) when the grid is refined. Adding \(S_{\rm cut}(0)\) to the centre weight would remove this particular error, since it restores the single condition \(\sum_jc_j=0\), and it would change the boundary error only by \(O(N^{-2})\). The curvature at \(\theta=0\) would stay wrong: the coefficient of \(\theta^2\) is \(\sum_{j=1}^Nc_jj^2=2\sum_{j=1}^N(-1)^{j+1}\), which is 0 for even \(N\) and 2 for odd \(N\) instead of 1. The damping in the finite-difference weights comes from imposing all the conditions up to degree \(2N\), which make \(S_N-\theta^2\) vanish as \(\theta^{2N+2}\).

## Inside the zone

For \(|\theta|<\pi\), each term of the remainder carries the factor \(\sin^{2m}(\theta/2)\le\sin^{2N+2}(\theta/2)\), because \(m\ge N+1\). Thus

\[
0\le R_N(\theta)\le
\sin^{2N+2}\!\left(\frac\theta2\right)R_N(\pi).
\]

At a fixed wave number inside the zone the error falls at least geometrically with \(N\). At \(\theta=\pi/2\) each added neighbour halves the sine factor, and \(R_N(\pi)\) decreases as well, so the bound drops by somewhat more than half. The computed errors there are \(1.66\times10^{-2}\) for \(N=4\) and \(4.57\times10^{-4}\) for \(N=8\), to be compared with \(\theta^2=2.467\).

The two regimes meet in a layer near the boundary. Set \(\theta=\pi-2u/\sqrt N\) with \(u\ge0\) fixed. Then \(\sin^{2m}(\theta/2)=\cos^{2m}(u/\sqrt N)\), which tends to \(e^{-u^2x}\) when \(m=xN\). With \(t_m\approx2\sqrt\pi\,m^{-3/2}\), the remainder is a Riemann sum of step \(1/N\) in \(x\):

\[
\sqrt N\,R_N\to2\sqrt\pi\int_1^\infty x^{-3/2}e^{-u^2x}\,dx .
\]

The limit may be taken inside because the terms are bounded by a multiple of the summable \(x^{-3/2}\). Integration by parts turns the integral into

\[
2e^{-u^2}-2u^2\int_1^\infty x^{-1/2}e^{-u^2x}\,dx .
\]

For \(u>0\), the substitution \(v=u\sqrt x\) makes the last integral \(\sqrt\pi\,\mathrm{erfc}(u)/u\), where \(\mathrm{erfc}(u)=(2/\sqrt\pi)\int_u^\infty e^{-v^2}dv\). To leading order,

\[
R_N\approx4\sqrt{\frac\pi N}
\left[e^{-u^2}-\sqrt\pi\,u\,\mathrm{erfc}(u)\right],
\]

which also holds at \(u=0\). At \(u=1\) the bracket is 0.0891; the computed value for \(N=400\) is 0.0888. The layer's width in \(\theta\) shrinks as \(N^{-1/2}\), as does the error at its edge.

The existence of a layer has a simple origin, although its \(N^{-1/2}\) scale does not follow from this argument: the cut sinc weights meet the same obstacle with a boundary error of only about \(4/N\), and the larger error here comes from the damping term. The periodic extension of \(\theta^2\) has a kink at \(\pi\), where its slope jumps from \(2\pi\) to \(-2\pi\). A finite stencil has a smooth symbol, and since \(dS_N/d\theta=2\sin\theta\,dS_N/dy\), its slope at \(\pi\) is zero. A free wave packet centred there has zero group velocity on the grid, however large the finite \(N\).

## Using the result

In Hartree atomic units the grid kinetic energy of a plane wave is \(S_N(kh)/(2h^2)\). For \(h=0.40\) bohr the factor \(1/(2h^2)\) is 3.125 hartree, and the ideal boundary value is \(3.125\,\pi^2=30.84\) hartree (839.3 eV). For \(N=8\), \(3.125\times7.4269=23.21\) hartree, the value quoted at the start.

To bring the relative error at the boundary down to 1%, set the leading law equal to \(0.01\pi^2\):

\[
N\approx\frac{16\pi}{(0.01)^2\pi^4}
=\frac{16}{(0.01)^2\pi^3}=5160.2 .
\]

A direct search gives 5160. At \(\theta=\pi/2\) the same relative accuracy needs \(N=4\).

Widening the stencil is thus a poor remedy for components at the boundary. Refining the grid moves a component of fixed \(k\) to smaller \(\theta\). There the first omitted term gives \(R_N\approx a_{N+1}(kh)^{2N+2}\), and division by \(2h^2\) leaves an energy error of order \(h^{2N}\). This estimate replaces \(y^{N+1}=\theta^{2N+2}[1-(N+1)\theta^2/12+\dots]\) by \(\theta^{2N+2}\), so it needs \(N\theta^2\ll12\); for \(N=8\) at \(\theta=\pi/2\) it is too large by a factor of about 3.8.

For a normalized periodic grid function with plane-wave probabilities \(p_k\), the kinetic energy is too low by \(\sum_kp_kR_N(kh)/(2h^2)\). The \(N^{-1/2}\) law applies directly only to weight that lies much closer to \(\theta=\pi\) than the layer width. If the probabilities form a continuous density \(P(\theta)\) that is nonzero at the boundary, the narrowing of the layer also counts. The mean of \(R_N\) over the zone is \(\pi^2/3+c_0\approx2/N\), and at large \(N\) it comes from the layer, so the energy error is about \(4\pi P(\pi)/(2h^2N)\) and falls as \(1/N\). For \(e^{-|x|}\) sampled at \(h=0.40\) bohr it is \(1.2\times10^{-2}\) hartree at \(N=8\) and \(2.9\times10^{-3}\) hartree at \(N=32\). A function that is broad on the scale of \(h\) needs only a modest \(N\). At \(h=0.40\) bohr the Gaussian \(e^{-ax^2}\) with \(a=1\) bohr\(^{-2}\) has an error of \(6.7\times10^{-5}\) hartree at \(N=4\), while \(a=4\) bohr\(^{-2}\) still leaves \(8.4\times10^{-3}\) hartree at \(N=8\). If boundary components must be kept on a periodic grid, multiplying the Fourier coefficients by \(k^2\) applies the ideal symbol directly.

These statements concern the derivative operator alone. They do not cover aliasing of components beyond \(\pi/h\), errors in the potential, nonuniform grids, or the one-sided stencils used at a hard wall. The numerical check compares the weights, the symbol and the boundary law with independent calculations.

## Computed values

```
Weights (dimensionless): N, c0, c1, c2, c3
   4 -2.847222 1.600000 -0.200000 0.025397
   8 -3.054844 1.777778 -0.311111 0.075421
  16 -3.168693 1.882353 -0.392157 0.128426
  64 -3.258861 1.969231 -0.469930 0.193271
 256 -3.282071 1.992218 -0.492263 0.214560
sinc -3.289868 2.000000 -0.500000 0.222222
Boundary: N, S(pi), error, leading law, corrected law
(all dimensionless)
   1 4.000000 5.869604 7.089815 5.612771
   2 5.333333 4.536271 5.013257 4.491042
   4 6.501587 3.368017 3.544908 3.360277
   8 7.426921 2.442683 2.506628 2.441351
  16 8.119998 1.749607 1.772454 1.749375
  64 8.986255 0.883349 0.886227 0.883342
 256 9.426851 0.442753 0.443113 0.442753
1024 9.648093 0.221512 0.221557 0.221512
Error exponent, N=256 to 1024: -0.49956
Half-zone theta=pi/2: N, error (dimensionless)
   1 4.674e-01
   4 1.661e-02
   8 4.568e-04
  16 7.204e-07
Layer at N=400: u, scaled error, limit (dimensionless)
0.0 0.99948 1.00000
0.5 0.35341 0.35385
1.0 0.08881 0.08907
1.5 0.01518 0.01528
N=64 boundary error parts (dimensionless)
centre 0.031007, tail 0.062014
damping 0.790328, total 0.883349
cut sinc, N=64: boundary error 0.062014
cut sinc, N=64: S(0) = 4.806537e-04
Grid spacing h = 0.40 bohr
Exact boundary energy = 30.8425 hartree
Exact boundary energy = 839.27 eV
Grid boundary energy: N, hartree, relative error (%)
   1 12.5000 59.472
   4 20.3175 34.125
   8 23.2091 24.750
  16 25.3750 17.727
  64 28.0820 8.950
N for 1% error at theta=pi: 5160
Leading-law estimate of that N: 5160.2
N for 1% error at theta=pi/2: 4
```
